# Small-Bias Drain Coupling of the Barrier in a Symmetric Evanescent-Mode Transistor

## 1. The barrier and its response to a small drain bias

In a long transistor below threshold, the gate alone sets the height of the barrier that electrons from the source must cross. If this picture is carried over to a short channel, the drain bias has no effect on the barrier, and the predicted leakage is too small. For the 20 nm device treated below, a drain bias of 0.70 V lowers the barrier by about 41 meV at fixed gate bias. At 300 K this multiplies the classical current from the source over the barrier by about five. Estimating the effect requires knowing how much of a change in drain potential reaches the top of the barrier.

### The device and the potential

Consider a symmetric double-gate transistor. Its undoped semiconductor body has thickness $t$ and permittivity $\varepsilon_s$. On each side lies an oxide of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$, covered by a gate. The coordinate $x$ runs from the source end, $x=0$, to the drain end, $x=L$. The coordinate $y$ runs across the body, with $y=0$ on the centre line. Both gates cover the whole length $L$ and carry the same bias.

The device is in subthreshold, and the charge of mobile carriers in the channel is neglected. With no dopants either, the electrostatic potential obeys Laplace's equation in the body and in the oxides. In a very long channel the body potential far from both ends is uniform; call it $\phi_L$. It is fixed by the gate bias and the work functions. Let $u(x,y)$ be the actual potential minus the long-channel solution. Since both satisfy the same conditions at the gates, $u$ vanishes there, and

$$
\frac{\partial^2u}{\partial x^2}+\frac{\partial^2u}{\partial y^2}=0
\tag{1}
$$

in each material. At the interfaces $u$ and $\varepsilon\,\partial u/\partial y$ are continuous. Thus $u$ contains precisely the influence of source and drain.

### One evanescent mode

Try a product $u=U(x)f(y)$ in equation (1) and divide by $Uf$:

$$
\frac{1}{U}\frac{d^2U}{dx^2}=-\frac{1}{f}\frac{d^2f}{dy^2}.
\tag{2}
$$

The left side depends on $x$ and the right side on $y$, so both equal a constant, written $k^2=1/\lambda^2$. The constant is positive because $f$ must vanish at both gates and therefore has to bend back towards zero. This gives

$$
\frac{d^2U}{dx^2}=\frac{U}{\lambda^2},\qquad
\frac{d^2f}{dy^2}=-k^2f .
\tag{3}
$$

The length $\lambda$ is the scale length: along the channel the mode grows or decays by a factor $e$ over this distance.

A mode that is odd in $y$ vanishes on the centre line, so we take an even one, normalized by $f(0)=1$. In the body $f=\cos ky$. In the upper oxide, the solution that vanishes at the gate and joins the body solution continuously is

$$
f(y)=\cos\!\left(\frac{kt}{2}\right)
\frac{\sin[k(t/2+t_{ox}-y)]}{\sin(kt_{ox})}.
\tag{4}
$$

At $y=t/2$ the derivative is $-k\sin(kt/2)$ on the body side and $-k\cos(kt/2)\cot(kt_{ox})$ on the oxide side. Multiplying each by its permittivity and equating them gives $\varepsilon_s\sin(kt/2)=\varepsilon_{ox}\cos(kt/2)\cot(kt_{ox})$, or

$$
\varepsilon_s\tan\!\left(\frac{t}{2\lambda}\right)
\tan\!\left(\frac{t_{ox}}{\lambda}\right)=\varepsilon_{ox}.
\tag{5}
$$

As $k$ rises from zero, the left side rises from zero and diverges when the first of the two tangents does. There is therefore one root on this first branch. It has the smallest $k$ and hence the largest $\lambda$. The other even modes decay over shorter distances, and we keep this one alone.

The single-mode model also needs end conditions. We assume that the potential at each end has the profile $f(y)$. This makes the one-mode solution exact for equation (1); the second half treats a different end profile. On the centre line, where $f=1$, we write $u(x)$ for $U(x)$ and set

$$
u(0)=a,\qquad u(L)=a+V,\qquad a>0 .
\tag{6}
$$

Here $V$ is the drain bias relative to the source. The end value $a$ is the source potential minus $\phi_L$. The device is symmetric in the sense that its two ends have equal values of $u$ at $V=0$. Source and gate potentials stay fixed while $V$ changes, so $a$ stays fixed too.

### Solution along the channel

The functions $\sinh[(L-x)/\lambda]$ and $\sinh(x/\lambda)$ both solve the first equation in (3). The first vanishes at the drain end and the second at the source end. With $s=L/\lambda$, each has the value $\sinh s$ at the opposite end. The solution obeying (6) is therefore

$$
u(x)=\frac{a\sinh[(L-x)/\lambda]+(a+V)\sinh(x/\lambda)}{\sinh s}.
\tag{7}
$$

An electron has charge $-q$, so its potential energy is highest where $u$ is lowest. The barrier top is the minimum of $u$ along the channel. Measured from the conduction-band edge at the source end, the barrier height is

$$
E_b=q(a-u_{min}).
\tag{8}
$$

Across the body, $f=\cos ky$ is largest at $y=0$. The potential is therefore highest, and the electron barrier lowest, on the centre line. The barrier top is a saddle point of the two-dimensional potential: a minimum of $u$ along $x$ and a maximum along $y$.

At $V=0$ equation (7) is unchanged when $x$ is replaced by $L-x$, so its slope vanishes at $x=L/2$. The value there is

$$
u_{min}(0)=\frac{2a\sinh(s/2)}{\sinh s}
=\frac{2a\sinh(s/2)}{2\sinh(s/2)\cosh(s/2)}
=\frac{a}{\cosh(s/2)} .
\tag{9}
$$

By equation (3) the curvature there is $u_{min}(0)/\lambda^2$, which is positive, so the point is a minimum. Since $u>0$ throughout the channel, $u''>0$ throughout, and there is no second minimum.

### The barrier coupling

When $V$ changes, both the potential and the position $x_{min}$ of its minimum change. Write the solution as $u(x,V)$. The chain rule gives

$$
\frac{du_{min}}{dV}
=\left.\frac{\partial u}{\partial V}\right|_{x_{min}}
+\left.\frac{\partial u}{\partial x}\right|_{x_{min}}
\frac{dx_{min}}{dV}.
\tag{10}
$$

The second term is zero, because the slope vanishes at a minimum. Only the change at fixed position remains. Equation (7) gives it as $\sinh(x_{min}/\lambda)/\sinh s$. At $V=0$ we have $x_{min}=L/2$, so

$$
\left.\frac{du_{min}}{dV}\right|_{V=0}
=\frac{\sinh(s/2)}{2\sinh(s/2)\cosh(s/2)}
=\frac{1}{2\cosh(L/2\lambda)} .
\tag{11}
$$

This is the small-bias barrier coupling. By equation (8), with $a$ fixed,

$$
\left.\frac{dE_b}{dV}\right|_{V=0}
=-\frac{q}{2\cosh(L/2\lambda)} .
\tag{12}
$$

The minus sign says that a positive drain bias lowers the electron barrier.

The factor one half can be understood without differentiating (7). Raise both ends by the same small amount $\delta$. Equation (9) shows that the midpoint rises by $\delta/\cosh(s/2)$. Equation (3) is linear, so this rise is the sum of the rises caused by the two ends separately. The midpoint is equally far from both, so each end supplies half. Raising the drain end alone thus raises the midpoint by $\delta/[2\cosh(s/2)]$. To first order this is also the rise of the minimum, by equation (10).

### Motion of the minimum

The position of the minimum does change at first order, even though this does not affect its height at that order. Differentiate the condition $\partial u/\partial x=0$ along the moving minimum:

$$
\frac{\partial^2u}{\partial x^2}\frac{dx_{min}}{dV}
+\frac{\partial^2u}{\partial x\,\partial V}=0 .
\tag{13}
$$

At $V=0$ and $x=L/2$, equation (7) gives the mixed derivative

$$
\frac{\partial^2u}{\partial x\,\partial V}
=\frac{\cosh(s/2)}{\lambda\sinh s}
=\frac{1}{2\lambda\sinh(s/2)},
\tag{14}
$$

while the curvature is $a/[\lambda^2\cosh(s/2)]$. Solving (13) gives

$$
\left.\frac{dx_{min}}{dV}\right|_{V=0}
=-\frac{1}{2\lambda\sinh(s/2)}
\frac{\lambda^2\cosh(s/2)}{a}
=-\frac{\lambda}{2a}\coth\!\left(\frac{s}{2}\right).
\tag{15}
$$

The barrier top moves towards the source, away from the end whose potential has been raised.

### Dependence on channel length

Factor the larger exponential out of the hyperbolic cosine in (11):

$$
\frac{1}{2\cosh(s/2)}
=\frac{1}{e^{s/2}+e^{-s/2}}
=\frac{e^{-L/2\lambda}}{1+e^{-L/\lambda}} .
\tag{16}
$$

For $L\gg\lambda$ the coupling tends to $e^{-L/2\lambda}$. The exponent contains half the channel length because the drain influence needs to reach the midpoint, not the source. Relative to the full coupling, the simple exponential is too large by $e^{-L/\lambda}$.

For $L\to0$ at fixed $\lambda$ the formula tends to one half, the average effect of two equally distant ends. This is a limit of the single-mode model. In such a short device the barrier is also very shallow, since $E_b=qa[1-1/\cosh(s/2)]$ tends to zero, and the neglect of other modes is no longer justified for general end profiles.

The sensitivity to length follows from the logarithm of (11). Its derivative at fixed $\lambda$ is

$$
\frac{d}{dL}\ln\!\left[\frac{1}{2\cosh(L/2\lambda)}\right]
=-\frac{1}{2\lambda}\tanh\!\left(\frac{L}{2\lambda}\right).
\tag{17}
$$

### A 20 nm silicon device

Take rough typical values for a silicon fin transistor: $L=20$ nm, $t=7$ nm and $t_{ox}=1$ nm. The relative permittivities are 11.7 for silicon and 3.9 for the oxide. The gate bias is such that $a=0.50$ V.

Equation (5) becomes $\tan(3.5\ \text{nm}/\lambda)\tan(1\ \text{nm}/\lambda)=3.9/11.7=1/3$. Numerical root finding on the first branch gives $\lambda=3.88$ nm. Hence $s=20/3.881=5.153$ and $\cosh(s/2)=6.615$. The minimum and the barrier at zero drain bias are

$$
u_{min}(0)=\frac{0.50\ \text{V}}{6.615}=75.6\ \text{mV},
\qquad
E_b=0.500-0.0756=0.424\ \text{eV}.
\tag{18}
$$

The coupling is

$$
\left.\frac{du_{min}}{dV}\right|_{V=0}
=\frac{1}{2\times6.615}=0.0756=75.6\ \text{mV/V}.
\tag{19}
$$

The figures in (18) and (19) agree because $a$ is half a volt: the minimum is $2a$ times the coupling. The coupling itself does not depend on $a$.

The long-channel form $e^{-s/2}$ gives 76.0 mV/V, which is 0.6% above the full result, as expected from $e^{-s}=0.006$. Equation (15) gives a motion of the minimum of $-3.93$ nm/V. A drain bias of 0.05 V therefore moves it by about 0.2 nm towards the source, to first order.

With body, oxide and materials held fixed, the coupling is 142 mV/V at $L=15$ nm and 21 mV/V at $L=30$ nm. Near 20 nm, equation (17) gives a logarithmic slope of $-0.127\ \text{nm}^{-1}$. To first order, an error of 1 nm in the electrical channel length therefore changes the coupling by about 13%; equation (11) itself gives a fall of 12% for 1 nm more and a rise of 14% for 1 nm less.

## 2. Finite bias, threshold shift and the ends of the channel

The symbols remain as follows. On the centre line, $u(x)$ is the potential minus its long-channel value $\phi_L$, with $u(0)=a$ and $u(L)=a+V$. It obeys $u''=u/\lambda^2$, and $s=L/\lambda$. The electron barrier is $E_b=q(a-u_{min})$. At zero drain bias $u_{min}=a/\cosh(s/2)$, and its small-bias slope is $1/[2\cosh(s/2)]$. The example has $\lambda=3.88$ nm, $L=20$ nm, $a=0.50$ V and a coupling of 75.6 mV/V.

### How small the drain bias must be

Let $b=a+V$ with $V\geq0$, and write the solution as $u=Ae^{x/\lambda}+Be^{-x/\lambda}$. The end conditions are $A+B=a$ and $Ae^s+Be^{-s}=b$. Substituting $B=a-A$ in the second, and then using $B=a-A$ again, gives

$$
A=\frac{b-ae^{-s}}{2\sinh s},\qquad
B=\frac{ae^s-b}{2\sinh s}.
\tag{20}
$$

If both coefficients are positive, the slope vanishes where $Ae^{x/\lambda}=Be^{-x/\lambda}$. The product of these two equal terms is $AB$, so each is $\sqrt{AB}$ and $u_{min}=2\sqrt{AB}$. Multiplying out the numerators in (20),

$$
(b-ae^{-s})(ae^s-b)
=ab(e^s+e^{-s})-a^2-b^2 ,
\tag{21}
$$

and therefore

$$
u_{min}=\frac{\sqrt{2ab\cosh s-a^2-b^2}}{\sinh s}.
\tag{22}
$$

The minimum must lie inside the channel. From $e^{2x_{min}/\lambda}=B/A$, the condition $x_{min}>0$ means $B>A$, or $ae^s-b>b-ae^{-s}$. This reduces to $b<a\cosh s$, that is,

$$
V<a(\cosh s-1).
\tag{23}
$$

Under this condition $B$ is positive, and $A$ is positive because $b\geq a$. The minimum also lies to the left of the drain end, since the slope there is proportional to $b\cosh s-a>0$. Equation (22) then holds within the model. For the example the limit (23) is 43 V. This figure only shows that the interior minimum survives any normal drain bias; the model has no physical meaning at tens of volts.

To expand (22), set $v=V/a$ and $C=\cosh s$. The quantity under the root becomes

$$
\begin{aligned}
&2a^2(1+v)C-a^2-a^2(1+v)^2\\
&\quad=2a^2(C-1)\left[1+v-\frac{v^2}{2(C-1)}\right].
\end{aligned}
\tag{24}
$$

Since $C-1=2\sinh^2(s/2)$, the factor in front contributes $2a\sinh(s/2)/\sinh s=a/\cosh(s/2)$ to $u_{min}$. For the bracket use $\sqrt{1+z}=1+z/2-z^2/8+\dots$. Its second-order coefficient is

$$
-\frac{1}{4(C-1)}-\frac18
=-\frac{C+1}{8(C-1)}
=-\frac18\coth^2\!\left(\frac{s}{2}\right),
\tag{25}
$$

where $C+1=2\cosh^2(s/2)$ was used. Thus

$$
u_{min}=\frac{a}{\cosh(s/2)}
\left[1+\frac{V}{2a}
-\frac{V^2}{8a^2}\coth^2\!\left(\frac{s}{2}\right)+\dots\right].
\tag{26}
$$

The linear term is equation (11). Subtracting the value at $V=0$ and dividing by $V$ gives the mean coupling between zero and $V$:

$$
\frac{u_{min}(V)-u_{min}(0)}{V}
=\frac{1}{2\cosh(s/2)}
\left[1-\frac{V}{4a}\coth^2\!\left(\frac{s}{2}\right)+\dots\right].
\tag{27}
$$

Small bias therefore means $V\coth^2(s/2)\ll4a$. The negative correction comes from the motion of the minimum. At fixed $x$ the potential is linear in $V$, but the minimum moves towards the source, where the drain has less influence.

In the example, equation (22) gives a mean coupling of 73.7 mV/V for $V=0.05$ V, about 2.4% below the small-bias value. For $V=0.70$ V the mean is 58.9 mV/V, or 22% below. The barrier then falls by $0.70\times58.9=41$ meV. With a thermal energy of 25.85 meV at 300 K, the classical current from the source over the barrier rises by a factor $\exp(41.2/25.85)\approx4.9$.

### When the ends differ

Suppose that at zero drain bias the drain-end value is $b\neq a$, for example because the two contacts differ. The argument in equation (10) still holds, but the minimum is no longer at the midpoint. The coupling is $\sinh(x_{min}/\lambda)/\sinh s$, or, by differentiating (22) with respect to $b$,

$$
\frac{du_{min}}{db}
=\frac{a\cosh s-b}{u_{min}\sinh^2s}.
\tag{28}
$$

With $a=0.50$ V, $b=0.70$ V and the same $s$, this is 63.6 mV/V, or 16% below the symmetric value. Equation (11) therefore needs equal ends as well as small drain bias.

### Barrier coupling and threshold shift

A threshold measurement changes the gate bias as well as the drain bias. Let $\phi_s$ be the source potential, so that $a=\phi_s-\phi_L$. To first order in $V$, the absolute potential at the barrier top is

$$
\begin{aligned}
\phi_{min}
&=\phi_L+\frac{\phi_s-\phi_L}{\cosh(s/2)}
+\frac{V}{2\cosh(s/2)}\\
&=\left[1-\frac{1}{\cosh(s/2)}\right]\phi_L
+\frac{\phi_s}{\cosh(s/2)}
+\frac{V}{2\cosh(s/2)} .
\end{aligned}
\tag{29}
$$

In an undoped body with negligible mobile charge, $\phi_L$ follows the gate bias one to one. The first bracket is therefore the gate coupling. Define the threshold by a fixed barrier height, with $\phi_s$ held fixed. Then $d\phi_{min}=0$, so

$$
\left[1-\frac{1}{\cosh(s/2)}\right]dV_T
+\frac{dV}{2\cosh(s/2)}=0 .
\tag{30}
$$

Multiplying by $\cosh(s/2)$ and solving,

$$
\left.\frac{dV_T}{dV}\right|_{V=0}
=-\frac{1}{2[\cosh(s/2)-1]} .
\tag{31}
$$

For the example this is $-1/(2\times5.615)=-89$ mV/V. Its magnitude exceeds the barrier coupling because the gate controls only part of the barrier potential: $1-1/6.615=0.85$ at small drain bias. The two quantities approach each other when $\cosh(s/2)\gg1$.

### A different profile at the ends

So far each end had the vertical profile of the mode. A heavily doped source or drain is closer to an equipotential across the body. Let the end potentials be $ag(y)$ and $(a+V)g(y)$, where $g=1$ in the body and falls linearly to zero across each oxide.

The even modes $f_n$ obey $(\varepsilon f_n')'=-k_n^2\varepsilon f_n$, with primes denoting derivatives in $y$. Multiply by $f_m$, subtract the same equation with $m$ and $n$ exchanged, and integrate between the gates. The derivative terms vanish because the modes vanish at the gates and $\varepsilon f'$ is continuous. What remains is

$$
(k_n^2-k_m^2)\int\varepsilon f_mf_n\,dy=0 .
\tag{32}
$$

Different modes are thus orthogonal with weight $\varepsilon$. The amplitude of the slowest mode in $g$ is found by multiplying $g$ by $\varepsilon f$ and integrating:

$$
\Gamma=\frac{\int\varepsilon fg\,dy}{\int\varepsilon f^2\,dy}.
\tag{33}
$$

Both ends of this mode are multiplied by $\Gamma$, and $f(0)=1$, so its contribution to the centre-line coupling is $\Gamma/[2\cosh(s/2)]$.

The integrals can be done directly. Put $\alpha=t/2\lambda$ and $\beta=t_{ox}/\lambda$, and integrate over the upper half of the device. The numerator of (33), multiplied by $k$, is

$$
\varepsilon_s\sin\alpha
+\varepsilon_{ox}\cos\alpha\left(\frac1\beta-\cot\beta\right)
=\frac{\varepsilon_{ox}\cos\alpha}{\beta}.
\tag{34}
$$

The last step uses the matching condition $\varepsilon_s\sin\alpha=\varepsilon_{ox}\cos\alpha\cot\beta$. Integrating $\cos^2$ in the body and $\sin^2$ in the oxide gives the denominator, so

$$
\Gamma=
\frac{\varepsilon_{ox}\cos\alpha/\beta}
{\varepsilon_s\left(\dfrac{\alpha}{2}+\dfrac{\sin2\alpha}{4}\right)
+\varepsilon_{ox}\dfrac{\cos^2\alpha}{\sin^2\beta}
\left(\dfrac{\beta}{2}-\dfrac{\sin2\beta}{4}\right)} .
\tag{35}
$$

For the example $\alpha=0.902$ and $\beta=0.258$, which give $\Gamma=1.138$. The coupling becomes $1.138\times75.6=86.0$ mV/V. A two-dimensional finite-difference solution of Laplace's equation, on a square grid of spacing 0.125 nm and with the same end profile, also gives 86.0 mV/V. The 14% increase is thus an effect of the end profile on the slowest mode; the other modes have nearly died out at the midpoint.

### Charge near the source and drain

Real source and drain regions do not hold the channel ends at fixed potentials. Their donors are partly uncovered near the junctions, and electrons spill into the channel. To size this effect, the charge was added to the one-dimensional model. The doped regions have $10^{20}$ donors per cm$^3$, all ionized, and no gate control. In the channel,

$$
\frac{d^2u}{dx^2}=\frac{u}{\lambda^2}+\frac{qn}{\varepsilon_s},
\tag{36}
$$

where $\varepsilon_s$ now means the absolute permittivity and $n$ is the electron density. In the doped regions the term $u/\lambda^2$ is absent and $n$ is replaced by $n$ minus the donor density. The density follows Fermi-Dirac statistics at 300 K with a density-of-states mass of 1.08 electron masses.

The equations were solved by Newton iteration on a grid of spacing 0.05 nm, for half of the symmetric device with 6 nm of doped source. The neutral source was held at $u=0.50$ V. Moving both contacts together by $\pm5$ mV and halving the midpoint response gives the drain coupling, by the symmetry argument of the first half.

The potential at the junction falls to 0.42 V, and the coupling falls to 65.5 mV/V, 13% below equation (11). This change and the increase from the end profile are of similar size and opposite sign for these inputs. They were calculated separately, so their joint effect is not established here.

### Tunnelling, confinement and high fields

Equation (11) describes the barrier, not the whole current. Let $E$ be the electron energy above the source band edge, $E_c(x)$ the band-edge profile of the one-mode model at $V=0$, and $m$ the tunnelling mass. A semiclassical transmission is

$$
T(E)=\frac{1}{1+e^{S(E)}},\qquad
S(E)=\frac{2}{\hbar}\int
\sqrt{2m[E_c(x)-E]}\,dx ,
\tag{37}
$$

with the integral taken where $E_c>E$. The ratio of the current under the barrier to the classical current over it is then

$$
R=\int_0^{E_b}T(E)\,
e^{(E_b-E)/k_BT_0}\frac{dE}{k_BT_0},
\tag{38}
$$

where $T_0$ is the temperature and Boltzmann occupation is assumed. Numerical quadrature with the light silicon mass, 0.19 electron masses, gives $R=0.29$. The net gain in current is smaller than this, because some electrons just above the barrier are reflected, and a heavier tunnelling mass lowers $R$. In this estimate the current under the barrier is not negligible for the light mass, and a threshold defined by current need not shift exactly as in (31).

Confinement across the body adds an energy of about $\pi^2\hbar^2/(2mt^2)$. This is 8 meV for a mass of 0.916 electron masses and 40 meV for 0.19. In a body of uniform thickness this square-well term is the same all along the channel and does not depend on $V$. The full height of the level above the centre-line band edge does vary, because the potential across the body is proportional to $u$: for the heavier mass it is about 12 meV at the barrier top and 26 meV at the source end. A confined electron is spread across the body, however, and responds to an average of $f(y)$, which is below one. In the example, with hard walls at the oxide interfaces, this makes the slope of the ground level smaller in magnitude than (12) by about 4.5% for the heavier mass and 5% for the lighter.

The peak lateral field at zero drain bias is $a\tanh(s/2)/\lambda=1.27$ MV/cm. At $V=0.70$ V the field at the drain end is 3.1 MV/cm. Both values exceed the breakdown field of bulk silicon, roughly 0.3 MV/cm. Such fields act over only a few nanometres here, so the available potential drop matters as well. From barrier top to drain the drop is 0.47 V at $V=0.05$ V, well below the silicon gap of roughly 1.1 eV divided by $q$. At $V=0.70$ V it is 1.08 V on the centre line, close to that value; with equipotential ends the drop along the oxide interface is 1.12 V. Impact ionization and band-to-band tunnelling therefore cannot be dismissed on energy grounds at the larger bias.

### Comparison with a real fin transistor

The chosen length, body thickness and oxide thickness are of the size found in silicon fin transistors, whose threshold shifts are roughly some tens of millivolts per volt. The calculated small-bias shift of 89 mV/V for mode-shaped ends is on the high side of that range, and equipotential ends raise it to about 104 mV/V. Measured shifts are usually taken between a low and a high drain bias, however. Between 0.05 and 0.70 V the one-mode model, with the barrier height held at 0.424 eV, gives a mean shift of about 69 mV/V. At finite bias the figure depends on the barrier chosen to define threshold; for 0.25 eV it is about 62 mV/V. Real fins may also have a gate over the top surface, graded junctions, and ungated sections beside the gate. The number is also sensitive to the assumption of sharp ends at a known separation $L$: by equation (11), one additional nanometre of electrical length lowers the barrier coupling by about 12%, with $\lambda$ held fixed.
